# The acceptor ground multiplet without spin-orbit coupling: verification in Python

```python
# RESULT UNDER TEST: without spin-orbit coupling the Coulomb acceptor ground level
# of a threefold (vector, I=1) valence band has F=1, F=L+I, even parity, mixing
# s and d envelopes; it is 3-fold in orbit and 6-fold with spin.
# Hole Hamiltonian: (1/2)[M p^2 + (L-M) p (p.)] - 1/r, M=1-mu, L=1+2 mu.
# Units: length eps*gamma1*a0, energy Hartree/(eps^2*gamma1); mu=2*gamma/gamma1.
# P_D: d weight; kappa=1-1.5*P_D: reduction of the spin-orbit splitting Delta.
import numpy as np
from math import factorial, pi, sqrt
from scipy import constants as const
from scipy.linalg import eigh, cholesky, inv
from scipy.integrate import quad
from scipy.special import gamma as gamma_fn, lpmv, genlaguerre, roots_laguerre, spherical_jn

EVEN = [(l, m) for l in (0, 2, 4) for m in range(-l, l + 1)]
ODD = [(l, m) for l in (1, 3) for m in range(-l, l + 1)]
SD = [(l, m) for l in (0, 2) for m in range(-l, l + 1)]
# Gaussian exponents; the smallest must cover 2p states of the light (large L) mass
WIDE = 0.0006 * 2.2 ** np.arange(21)
SHORT = 0.02 * 2.6 ** np.arange(12)

eps3 = np.zeros((3, 3, 3))
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    eps3[i, j, k], eps3[i, k, j] = 1, -1
I_ORB = -1j * eps3                       # (I_k)_ij = -i eps_kij


def harmonic(l, m, cos_t, phi):
    a = abs(m)
    norm = sqrt((2*l + 1) / (4*pi) * factorial(l - a) / factorial(l + a))
    y = norm * lpmv(a, l, cos_t) * np.exp(1j * a * phi)
    return (-1)**a * y.conj() if m < 0 else y


def kinetic_angular(lms, g1, g2, g3):
    """Angular matrix of the 3x3 kinetic form divided by p^2/2, by quadrature."""
    x, w = np.polynomial.legendre.leggauss(12)
    phi = 2 * pi * np.arange(24) / 24
    ct, ph = [a.ravel() for a in np.meshgrid(x, phi, indexing="ij")]
    weight = np.repeat(w, 24) * 2 * pi / 24
    st = np.sqrt(1 - ct**2)
    n = np.array([st*np.cos(ph), st*np.sin(ph), ct])
    Y = np.array([harmonic(l, m, ct, ph) for l, m in lms])
    K = np.zeros((3, len(lms), 3, len(lms)), complex)
    for i in range(3):
        for j in range(3):
            if i == j:
                form = (g1 + 4*g2) * n[i]**2 + (g1 - 2*g2) * (1 - n[i]**2)
            else:
                form = 6 * g3 * n[i] * n[j]
            K[i, :, j, :] = (Y.conj() * (weight * form)) @ Y.T
    return K.reshape(3*len(lms), 3*len(lms))


def total_momentum(lms):
    """Components of F = L + I and the matrix of L^2 in the product basis."""
    N = len(lms)
    up = np.zeros((N, N), complex)
    for b, (l, m) in enumerate(lms):
        if m < l:
            up[lms.index((l, m + 1)), b] = sqrt(l*(l + 1) - m*(m + 1))
    dn = up.conj().T
    Lk = [(up + dn)/2, (up - dn)/2j, np.diag([m for _, m in lms]).astype(complex)]
    F = [np.kron(I_ORB[k], np.eye(N)) + np.kron(np.eye(3), Lk[k]) for k in range(3)]
    return F, np.kron(np.eye(3), np.diag([l*(l + 1) for l, _ in lms]))


def gauss_int(k, s):                     # integral of x^k exp(-s x^2), 0..inf
    return 0.5 * gamma_fn((k + 1)/2) * s ** (-(k + 1)/2)


def radial_blocks(ls, alphas):
    """Orthonormalized p^2 and 1/r blocks of functions r^l exp(-a r^2)."""
    a, b = alphas[:, None], alphas[None, :]
    X, V, T = {}, {}, {}
    for l in ls:
        norm = np.sqrt(gauss_int(2*l + 2, 2*a) * gauss_int(2*l + 2, 2*b))
        X[l] = inv(cholesky(gauss_int(2*l + 2, a + b) / norm, lower=True)).T
        V[l] = X[l].T @ (gauss_int(2*l + 1, a + b) / norm) @ X[l]
    for l in ls:
        for q in ls:
            norm = np.sqrt(gauss_int(2*l + 2, 1/(2*a)) * gauss_int(2*q + 2, 1/(2*b)))
            raw = gauss_int(l + q + 4, 1/(4*a) + 1/(4*b)) / norm
            phase = -1 if abs(l - q) == 2 else 1      # Fourier factors (-i)^l
            T[l, q] = phase * X[l].T @ raw @ X[q]
    return T, V


def full_hamiltonian(lms, g1, g2, g3, alphas):
    N, n = len(lms), len(alphas)
    K = kinetic_angular(lms, g1, g2, g3).reshape(3, N, 3, N)
    T, V = radial_blocks(sorted({l for l, _ in lms}), alphas)
    H = np.zeros((3, N, n, 3, N, n), complex)
    for a, (l, _) in enumerate(lms):
        for b, (q, _) in enumerate(lms):
            H[:, a, :, :, b, :] = 0.5*K[:, a, :, b][:, None, :, None]*T[l, q][None, :, None, :]
        for c in range(3):
            H[c, a, :, c, a, :] -= V[l]
    return H.reshape(3*N*n, 3*N*n)


def with_spin_orbit(H, delta):
    """Add (delta/3)(1 - 2 I.S): band edge J=3/2 at zero, J=1/2 at delta."""
    sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
    IS = sum(np.kron(sigma[k]/2, I_ORB[k]) for k in range(3))
    return np.kron(np.eye(2), H) + np.kron(delta/3*(np.eye(6) - 2*IS), np.eye(len(H)//3))


def lowest(H, count):
    return eigh(H, eigvals_only=True, subset_by_index=[0, count - 1])


def sector_energy(lms, mu, F):
    """Lowest energy for given F, F_z=0, and the parity of the basis."""
    K = kinetic_angular(lms, 1, mu/2, mu/2)
    Fk, L2 = total_momentum(lms)
    vals, U = eigh(1000*sum(f @ f for f in Fk) + 50*Fk[2] + L2)
    ls = sorted({l for l, _ in lms})
    T, V = radial_blocks(ls, WIDE)
    chosen = []
    for l in ls:
        hit = np.where(abs(vals - 1000*F*(F + 1) - l*(l + 1)) < 1e-3)[0]
        if len(hit):
            assert len(hit) == 1
            chosen.append((l, U[:, hit[0]]))
    blocks = [[0.5*(u.conj() @ K @ v)*T[l, q] - (V[l] if l == q else 0)
               for q, v in chosen] for l, u in chosen]
    return lowest(np.block(blocks), 1)[0]


def coupled_radial(mu, beta=1.5, size=14):
    """Derived two-channel problem in position space, Laguerre functions."""
    x, w = roots_laguerre(60)
    r = x / (2*beta)
    W = w * r**2 / (2*beta)

    def family(alpha, factor):
        return [factor * np.poly1d(genlaguerre(k, alpha).coef)
                * sqrt(factorial(k)/factorial(k + alpha)) for k in range(size)]
    ps, pd = family(2, np.poly1d([1.0])), family(4, np.poly1d([1.0, 0.0]))

    def values(polys):
        q, d, dd = [np.array([p.deriv(m)(x) if m else p(x) for p in polys]) for m in range(3)]
        return q, 2*beta*(d - q/2), 4*beta**2*(dd - d + q/4)
    f, f1, f2 = values(ps)
    g, g1, _ = values(pd)
    SS = 0.5*(f1*W) @ f1.T - (f*W/r) @ f.T
    DD = 0.5*(1 + mu)*((g1*W) @ g1.T + 6*(g*W/r**2) @ g.T) - (g*W/r) @ g.T
    DS = -(mu/sqrt(2)) * (g*W) @ (f2 - f1/r).T
    Z = np.zeros((size, size))
    OD = (g*W) @ g.T
    O = np.block([[(f*W) @ f.T, Z], [Z, OD]])
    H = np.block([[SS, DS.T], [DS, DD]])
    val, vec = eigh((H + H.T)/2, (O + O.T)/2)
    c = vec[:, 0]
    fp = sum(p*float(a) for p, a in zip(ps, c[:size]))
    gp = sum(p*float(a) for p, a in zip(pd, c[size:]))
    s = np.sign(fp(0.0))
    return (val[0], c[size:] @ OD @ c[size:],
            lambda q: s*fp(2*beta*q)*np.exp(-beta*q), lambda q: s*gp(2*beta*q)*np.exp(-beta*q))


def legendre_q(l, z):
    """Second-kind Legendre function for z>1 from a positive integral."""
    z = np.atleast_1d(z)
    t = np.arange(0, 60, 0.1)
    w = np.full(len(t), 0.1)
    w[0] = 0.05
    return (z[:, None] + np.sqrt(z**2 - 1)[:, None]*np.cosh(t)) ** (-l - 1.0) @ w


def kernels(F, z):
    lo, hi = legendre_q(F - 1, z), legendre_q(F + 1, z)
    return (((F + 1)*lo + F*hi)/(2*F + 1), z*legendre_q(F, z),
            sqrt(F*(F + 1))/(2*F + 1)*(lo - hi))


# ---------- example inputs: rough typical values for cubic silicon carbide ----------
g1, g2, g3, eps, delta_meV = 2.8, 0.5, 0.9, 9.7, 10.0
temperature, acceptors_cm3, screen_nm = 300.0, 1e18, 0.1
gam = (2*g2 + 3*g3)/5
mu = 2*gam/g1
hartree = const.physical_constants["Hartree energy in eV"][0]*1e3
bohr = const.physical_constants["Bohr radius"][0]*1e9
unit_E, unit_r = hartree/(eps**2*g1), eps*g1*bohr

# ---------- symmetry: F is conserved in the spherical model, not with warping ----------
Fk, _ = total_momentum(EVEN)
K_sph, K_cub = kinetic_angular(EVEN, 1, mu/2, mu/2), kinetic_angular(EVEN, 1, g2/g1, g3/g1)
assert max(abs(K_sph @ f - f @ K_sph).max() for f in Fk) < 1e-10
assert max(abs(K_cub @ f - f @ K_cub).max() for f in Fk) > 1e-2

# ---------- sector ordering and exact one-channel levels ----------
for m in (-0.4, -0.2, 0.3, mu, 0.8):
    ground = sector_energy(EVEN, m, 1)
    f0, f1odd, f2odd = [sector_energy(ODD, m, F) for F in (0, 1, 2)]
    f2even, f3even = [sector_energy(EVEN, m, F) for F in (2, 3)]
    assert ground < min(f0, f1odd, f2odd, f2even, f3even) - 0.01, ("ordering", m)
    longitudinal, transverse = f0*8*(1 + 2*m), f1odd*8*(1 - m)
    assert abs(longitudinal + 1) < 1e-4, ("F=0 odd", m, longitudinal)
    assert abs(transverse + 1) < 1e-4, ("F=1 odd", m, transverse)

# ---------- derived radial problem against the uncoupled vector Hamiltonian ----------
for m in (-0.2, 0.3, mu):
    assert abs(coupled_radial(m)[0]/sector_energy(EVEN, m, 1) - 1) < 5e-4
E0, PD, f_s, f_d = coupled_radial(mu)
kappa = 1 - 1.5*PD
H_sd = full_hamiltonian(SD, 1, mu/2, mu/2, SHORT)
orbital = lowest(H_sd, 4)
assert orbital[2] - orbital[0] < 1e-8 and orbital[3] - orbital[0] > 0.05

# ---------- Coulomb kernels: position-space expectation values and monotonicity ----------
y, wy = np.polynomial.legendre.leggauss(80)
top = (pi/4)**(1/3)
y, wy = (y + 1)*top/2, wy*top/2
sin2 = np.sin(2*(pi/4 - y**3))
norm = quad(lambda r: r**6*np.exp(-r*r), 0, 12)[0]
inv_r_s = quad(lambda r: r*(3 - r*r)**2*np.exp(-r*r), 0, 12)[0]/norm
inv_r_d = quad(lambda r: r**5*np.exp(-r*r), 0, 12)[0]/norm
kern = kernels(1, 1/sin2)
from_kernel = [96/pi*np.sum(wy*3*y**2*(sin2/2)**3*k)/norm for k in kern]
from_space = [(2*inv_r_s + inv_r_d)/3, (inv_r_s + 2*inv_r_d)/3, sqrt(2)/3*(inv_r_s - inv_r_d)]
assert np.allclose(from_kernel, from_space, rtol=1e-4)
z = 1 + np.logspace(-4, 2, 60)
for F in range(1, 8):
    for low, high in zip(kernels(F, z), kernels(F + 1, z)):
        assert np.all(high > 0) and np.all(high < low)
    h = 1e-4
    slope = (legendre_q(F, 1.5 - h) - legendre_q(F, 1.5 + h))[0]/(2*h)
    assert abs(1.25*slope/sqrt(F*(F + 1))/kernels(F, np.array([1.5]))[2][0] - 1) < 1e-5
assert np.all(legendre_q(1, z) < kernels(1, z)[0]) and np.all(legendre_q(1, z) < kernels(1, z)[1])

# ---------- positive transverse and longitudinal amplitudes, and kappa from them ----------
r = np.arange(0, 25, 0.005)
p = np.arange(0.02, 10, 0.04)
j0, j2 = [spherical_jn(l, p[:, None]*r) for l in (0, 2)]
for m in (-0.2, mu):
    _, d_weight, fs, fd = coupled_radial(m)
    s_p = sqrt(2/pi)*0.005*j0 @ (r**2*fs(r))
    d_p = -sqrt(2/pi)*0.005*j2 @ (r**2*fd(r))
    trans, longi = sqrt(2/3)*s_p - sqrt(1/3)*d_p, sqrt(1/3)*s_p + sqrt(2/3)*d_p
    assert np.all(trans[p < 5] > 0) and np.all(longi[p < 5] > 0)
    k_mom = 0.04*np.sum(p**2*(trans**2/2 + sqrt(2)*trans*longi))
    assert abs(k_mom - (1 - 1.5*d_weight)) < 3e-3

# ---------- weak-coupling coefficient ----------
step = 0.01
e_plus, e_zero, e_minus = [coupled_radial(m, beta=1.0)[0] for m in (step, 0.0, -step)]
second = (e_plus + e_minus - 2*e_zero)/(2*step**2)
coefficient = 35/3 - pi**2
n = np.arange(3, 20000, dtype=float)
sturm_sum = 18*np.sum(n/((n**2 - 4)*(n + 1)*(n - 1)**2))
assert abs(e_zero + 0.5) < 1e-8
assert abs(second + coefficient/2) < 2e-3 and abs(sturm_sum - coefficient/2) < 1e-8

# ---------- spin-orbit coupling: sixfold level, then quartet below doublet ----------
six = lowest(with_spin_orbit(H_sd, 0.0), 7)
assert six[5] - six[0] < 1e-8 and six[6] - six[5] > 0.05
tiny = 1e-3
ev = lowest(with_spin_orbit(H_sd, tiny), 6)
assert ev[3] - ev[0] < 1e-8 and ev[5] - ev[4] < 1e-8
assert abs((ev[4] - ev[0])/tiny - kappa) < 5e-3
assert abs((ev[0] - orbital[0])/tiny - (1 - kappa)/3) < 5e-3
so = lowest(with_spin_orbit(H_sd, delta_meV/unit_E), 6)
assert so[3] - so[0] < 1e-8 and so[5] - so[4] < 1e-8

# ---------- sizes of neglected effects ----------
cubic = lowest(full_hamiltonian(EVEN, 1, g2/g1, g3/g1, SHORT), 4)
assert cubic[2] - cubic[0] < 1e-8 and cubic[3] - cubic[0] > 0.02
binding = -E0*unit_E
density = r**2*(f_s(r)**2 + f_d(r)**2)*0.005
assert abs(density.sum() - 1) < 1e-4
rms = sqrt(np.sum(density*r**2))*unit_r
core = np.sum(density[1:]*(eps - 1)/r[1:]*np.exp(-r[1:]*unit_r/screen_nm))*unit_E
coulomb = hartree*bohr/eps                                   # meV nm
field = binding**2/(4*coulomb)*0.01                          # meV/nm to MV/cm
radius_eff = coulomb/(2*binding)
mott = (0.25/radius_eff)**3*1e21
kT = const.k*temperature/const.e*1e3
gap = (so[4] - so[0])*unit_E
doublet = 2*np.exp(-gap/kT)/(4 + 2*np.exp(-gap/kT))
wave = (const.m_e*const.k*temperature/(2*pi*const.hbar**2))**1.5*1e-6
M_band, L_band = g1 - 2*gam, g1 + 4*gam
band_density = 2*wave*(2*M_band**-1.5 + L_band**-1.5)


def ionized(g):
    a = band_density*np.exp(-binding/kT)/g
    return 2/(1 + sqrt(1 + 4*acceptors_cm3/a))


print(f"Input gamma1, gamma2, gamma3 (rough): {g1}, {g2}, {g3}")
print(f"Input relative permittivity (rough): {eps}")
print(f"Input band spin-orbit splitting (rough): {delta_meV:.1f} meV")
print(f"Spherical gamma: {gam:.4f};  mu: {mu:.4f}")
print(f"Inverse masses: transverse M {M_band:.3f}, longitudinal L {L_band:.3f} (1/m_e)")
print(f"Energy unit: {unit_E:.2f} meV;  length unit: {unit_r:.3f} nm")
print(f"Hydrogenic binding at mu=0: {unit_E/2:.2f} meV")
print(f"Weak-coupling coefficient 35/3-pi^2: {coefficient:.5f}")
print(f"  same from finite differences: {-2*second:.5f}")
print("mu, energy (scaled units), second-order energy, d weight, kappa:")
for m in (-0.2, 0.2, 0.4, mu):
    e, d = coupled_radial(m)[:2]
    print(f"  {m:7.4f} {e:9.5f} {-0.5*(1 + coefficient*m*m):9.5f} {d:8.4f} {1 - 1.5*d:8.4f}")
print(f"Ground F=1 even, binding: {binding:.2f} meV = {binding/1e3:.4f} eV")
print(f"  Gaussian-basis check: {-sector_energy(EVEN, mu, 1)*unit_E:.2f} meV")
for label, lms, F in (("F=0 odd", ODD, 0), ("F=1 odd", ODD, 1), ("F=2 odd", ODD, 2),
                      ("F=2 even", EVEN, 2), ("F=3 even", EVEN, 3)):
    print(f"  lowest {label}, binding: {-sector_energy(lms, mu, F)*unit_E:.2f} meV")
print(f"d weight: {PD:.4f};  kappa: {kappa:.4f}")
print(f"Root-mean-square radius: {rms:.3f} nm")
print(f"First-order quartet-doublet gap: {kappa*delta_meV:.2f} meV")
print(f"Full-diagonalization gap: {gap:.2f} meV")
print(f"First-order quartet upward shift: {(1 - kappa)*delta_meV/3:.2f} meV")
print(f"Full quartet upward shift: {(so[0] - orbital[0])*unit_E:.2f} meV")
print(f"Cubic warping, binding change (l up to 4): {(orbital[0] - cubic[0])*unit_E:.2f} meV")
print(f"Assumed core screening length: {screen_nm:.2f} nm")
print(f"Incomplete screening, first-order binding gain: {core:.1f} meV")
print(f"Field that lowers the barrier to the level: {field:.4f} MV/cm")
print(f"Effective radius from binding: {radius_eff:.3f} nm")
print(f"Rough metal-insulator density: {mott:.2e} cm^-3")
print(f"Temperature: {temperature:.0f} K;  kT: {kT:.2f} meV")
print(f"Doublet share of neutral acceptors: {doublet:.3f}")
print(f"Band density of states, zero spin-orbit: {band_density:.2e} cm^-3")
print(f"Acceptor density: {acceptors_cm3:.1e} cm^-3")
print(f"Ionized fraction, degeneracy 6: {ionized(6):.3f};  degeneracy 4: {ionized(4):.3f}")
print("no test failed")
```

Output:

```
Input gamma1, gamma2, gamma3 (rough): 2.8, 0.5, 0.9
Input relative permittivity (rough): 9.7
Input band spin-orbit splitting (rough): 10.0 meV
Spherical gamma: 0.7400;  mu: 0.5286
Inverse masses: transverse M 1.320, longitudinal L 5.760 (1/m_e)
Energy unit: 103.29 meV;  length unit: 1.437 nm
Hydrogenic binding at mu=0: 51.64 meV
Weak-coupling coefficient 35/3-pi^2: 1.79706
  same from finite differences: 1.79760
mu, energy (scaled units), second-order energy, d weight, kappa:
  -0.2000  -0.54968  -0.53594   0.0503   0.9246
   0.2000  -0.53224  -0.53594   0.0251   0.9624
   0.4000  -0.63414  -0.64376   0.0795   0.8808
   0.5286  -0.76112  -0.75104   0.1227   0.8160
Ground F=1 even, binding: 78.61 meV = 0.0786 eV
  Gaussian-basis check: 78.61 meV
  lowest F=0 odd, binding: 6.28 meV
  lowest F=1 odd, binding: 27.39 meV
  lowest F=2 odd, binding: 19.52 meV
  lowest F=2 even, binding: 12.17 meV
  lowest F=3 even, binding: 8.94 meV
d weight: 0.1227;  kappa: 0.8160
Root-mean-square radius: 1.782 nm
First-order quartet-doublet gap: 8.16 meV
Full-diagonalization gap: 8.15 meV
First-order quartet upward shift: 0.61 meV
Full quartet upward shift: 0.57 meV
Cubic warping, binding change (l up to 4): 7.55 meV
Assumed core screening length: 0.10 nm
Incomplete screening, first-order binding gain: 45.0 meV
Field that lowers the barrier to the level: 0.1041 MV/cm
Effective radius from binding: 0.944 nm
Rough metal-insulator density: 1.86e+19 cm^-3
Temperature: 300 K;  kT: 25.85 meV
Doublet share of neutral acceptors: 0.267
Band density of states, zero spin-orbit: 3.49e+19 cm^-3
Acceptor density: 1.0e+18 cm^-3
Ionized fraction, degeneracy 6: 0.406;  degeneracy 4: 0.470
no test failed
```
